Measuring a temperature change with two NV-centre spin resonances

**Problem**

A negatively charged nitrogen-vacancy (NV) centre in diamond has an electronic ground state of spin 1. Green light pumps the spin towards the state ms = 0, which fluoresces more brightly than ms = ±1. When a microwave frequency is swept, the fluorescence therefore dips wherever the microwaves drive the spin out of ms = 0. The centres of the two dips are the optically detected resonances.

Take the z axis along the line joining nitrogen and vacancy. In a magnetic field B along z, the ground-state Hamiltonian divided by Planck's constant is

H = D(Sz² − 2/3) + E(Sx² − Sy²) + γB Sz.

The spin matrices are dimensionless, and D, E and γB are frequencies. D is the zero-field splitting, which depends on temperature. E describes transverse strain or electric field. The gyromagnetic ratio is γ = 28.025 MHz/mT, the free-electron value.

A bulk diamond sensor near room temperature is read twice, and the field may have changed in between. Only the lines of the centres whose axis lies along the field are used. The line centres, constructed from this model with rough typical parameters, are:

first reading: f₊ = 2898.0257 MHz, f₋ = 2841.9743 MHz
second reading: f₊ = 2898.1579 MHz, f₋ = 2841.5461 MHz

Use E = 0.2 MHz and the rough slope s = dD/dT = −74 kHz/K.

(a) Find f₊ and f₋, and a combination of them that does not depend on B. When does it fail?

(b) By how much did the temperature change? What would each line have suggested by itself? How much did the field change?

(c) Estimate the errors from the curvature of D(T), from the slope and from noise in the line centres.

**Hints**

1. Write H as a 3 × 3 matrix in the basis ms = +1, 0, −1. The operator Sx² − Sy² equals (S₊² + S₋²)/2, so it changes ms by two units. Which state is left alone?

2. A 2 × 2 block with equal off-diagonal elements has eigenvalues placed symmetrically about the mean of its diagonal elements. Where does the field appear in that mean?

3. A spectrum gives positive frequencies. Ask what happens when the lower resonance reaches zero.

4. Half the sum and half the difference of the two lines carry different information. Use both.

5. For the noise, write the shift of the mean in terms of all four measured centres before adding variances.

**Full solution**

*(a) The two lines*

The term D(Sz² − 2/3) is diagonal. It equals D/3 for ms = ±1, because there Sz² = 1, and −2D/3 for ms = 0. The Zeeman term adds +γB to ms = +1 and −γB to ms = −1.

For the E term, use S₊|−1⟩ = √2|0⟩ and S₊|0⟩ = √2|+1⟩. Hence S₊²|−1⟩ = 2|+1⟩, and the factor 1/2 in (S₊² + S₋²)/2 leaves a matrix element E between |−1⟩ and |+1⟩. Acting on |0⟩, both S₊² and S₋² give zero. The matrix is therefore

H = [ D/3 + γB, 0, E ; 0, −2D/3, 0 ; E, 0, D/3 − γB ],

with semicolons separating the rows. The state |0⟩ is an eigenstate with energy −2D/3. The other two energies λ satisfy

(D/3 + γB − λ)(D/3 − γB − λ) − E² = 0.

The product has the form (a + b)(a − b) = a² − b², with a = D/3 − λ and b = γB, so

(D/3 − λ)² = (γB)² + E²,
λ± = D/3 ± r, r = √[(γB)² + E²].

Subtracting the energy of |0⟩ gives the transition frequencies:

f± = λ± − (−2D/3) = D ± r.

Define the mean m and the half difference d:

m = (f₊ + f₋)/2 = D,
d = (f₊ − f₋)/2 = r = √[(γB)² + E²].

The field moves the lines by equal amounts in opposite directions, so it drops out of m. Within this model, the result holds for any axial field below the limit found next, not merely for a weak one. The splitting E drops out for the same reason, and neither B nor E need be the same in the two readings. The mean serves as the thermometer and the half difference as the magnetometer.

Two limits show what d can tell. At B = 0 the lines are 2E apart, and a small field changes d only in second order:

d ≈ E + (γB)²/(2E) for γB ≪ E.

For γB ≫ E, the half difference is d ≈ γB + E²/(2γB), nearly linear in the field. In neither limit does d reveal the sign of B. The lines must also be far enough apart for their centres to be found separately.

The result m = D uses the signed frequency f₋ = D − r. It applies to a measured spectrum while r < D, so that |0⟩ is the lowest level. At r = D the levels |0⟩ and λ₋ cross, which for D = 2870 MHz happens at

B = √(D² − E²)/γ = 102.4 mT.

Beyond the crossing the spectrum shows the positive frequency |f₋| = r − D. The mean of the two positive frequencies is then

[(D + r) + (r − D)]/2 = r,

which measures the field and not the temperature. At 120 mT it is 3363.0 MHz, far from D. The half difference of the positive frequencies is now [(D + r) − (r − D)]/2 = D, so the two combinations have exchanged roles.

*(b) Temperature and field*

The means are

first: (2898.0257 + 2841.9743)/2 = 2870.0000 MHz,
second: (2898.1579 + 2841.5461)/2 = 2869.8520 MHz.

The shift, second minus first, is Δm = −0.1480 MHz = −148.0 kHz. For a small temperature change, D(T) may be replaced by its tangent, so Δm = ΔD ≈ sΔT and

ΔT ≈ Δm/s = (−148.0 kHz)/(−74 kHz/K) = +2.0 K.

Both numerator and denominator are negative: D falls on heating, so a downward shift means warming.

The separate lines tell a different story. The upper line moved by +132.2 kHz and the lower by −428.2 kHz. Read as temperature shifts, they would give

upper line: 132.2/(−74) = −1.79 K,
lower line: −428.2/(−74) = +5.79 K.

The upper line suggests cooling although the diamond warmed. The reason lies in the half differences:

first: d = 28.0257 MHz,
second: d = 28.3059 MHz.

Solving d² = (γB)² + E² for the field gives B = √(d² − E²)/γ, which is 1.000 mT in the first reading and 1.010 mT in the second. The field rose by 10 μT. This moved the upper line up and the lower line down by about 280 kHz, nearly twice the thermal shift. Thus

upper: −148 + 280 = +132 kHz,
lower: −148 − 280 = −428 kHz.

A change of one per cent in a modest field is enough to reverse the apparent sign of the temperature change on one line. The average removes it without any knowledge of its size.

The data were constructed by lowering D by 148 kHz. Recovering that shift shows that the averaging works within the model. It does not establish the slope of a real diamond, which has to come from calibration.

*(c) Errors of the conversion*

*Curvature.* To second order about the first temperature,

ΔD = sΔT + cΔT²/2, c = d²D/dT².

Let ΔT₀ = ΔD/s be the linear answer and write ΔT = ΔT₀ + δ. Since sΔT₀ = ΔD, those terms cancel, leaving

sδ + c(ΔT₀ + δ)²/2 = 0.

For |δ| ≪ |ΔT₀| the bracket may be replaced by ΔT₀², so

δ ≈ −cΔT₀²/(2s).

With the rough value c = −0.3 kHz/K², this is

δ ≈ −(−0.3)(2.0)²/[2(−74)] K = −8.1 mK.

The slope steepens as the diamond warms, so slightly less warming is needed for the same shift. Solving the full quadratic equation gives 1.992 K, in agreement. For small steps the correction grows as ΔT₀². For heating by hundreds of kelvin it is no longer small, and neither the linear rule nor this estimate of its error should be used.

*Slope.* If the true slope were −73 kHz/K, the same shift would mean 148/73 = 2.027 K, a change of 27 mK. The relative error of the temperature change equals, to first order, the relative error of the slope. For this small step it matters more than the curvature if the slope is uncertain by 1 kHz/K. Published slopes near room temperature differ by several kHz/K, so without a calibration of the sensor the 2.0 K found here is uncertain by a tenth of a kelvin or more.

*Noise.* Let the four line centres have independent errors, each with standard deviation σ. The error of the mean shift is

ε = (ε₊,₂ + ε₋,₂ − ε₊,₁ − ε₋,₁)/2,

where 1 and 2 label the readings. Independent variances add, each multiplied by the square of its coefficient:

σ_Δm² = 4 × (1/2)² σ² = σ².

The temperature error is therefore σ_T = σ/|s|. For an assumed σ = 2 kHz it is 2/74 K = 27 mK. A single line in a perfectly steady field would give √2σ/|s|, because it uses two centres with unit coefficients. Averaging thus removes the axial field and also lowers the independent noise by √2, at the cost of measuring twice as many lines. Measuring one line twice in a steady field would lower the noise by the same factor, so the real gain from the pair is the cancellation of the field.

*The model beside a real sensor*

The values of D, s and E are rough figures for a bulk diamond near room temperature, and a field of about 1 mT is an ordinary bias field. Three omissions deserve numbers.

First, the model leaves out the effect of stress on D. With a rough coefficient of +15 kHz/MPa, a pressure rise of 1 MPa at fixed temperature raises D by 15 kHz and imitates a change of 15/(−74) = −0.20 K. This is a tenth of the signal. A diamond glued rigidly to a part that expands differently can break the assumption of constant stress, so the sensor should be calibrated as mounted. The 1 MPa is a scale for comparison, not an estimate for a particular mount.

Second, the nitrogen-14 nucleus has spin 1, and hyperfine coupling splits each line. The parallel part, A∥SzIz, acts for a given nuclear state mI like an extra axial field. It cancels in the mean if both lines belong to the same mI. It does not cancel in the half difference, so for mI = ±1 the lines at B = 0 are not simply 2E apart, and a field measurement that uses the lines of only one of these nuclear states must allow for it. Near 1 mT the effect almost cancels in line centres averaged equally over the three nuclear states. The transverse part is A⊥(SxIx + SyIy) = (A⊥/2)(S₊I₋ + S₋I₊). Each allowed exchange of one unit of spin has matrix element (A⊥/2)(√2)(√2) = A⊥. For mI = 0, the level ms = 0 is coupled to two levels about D above it and moves by −2A⊥²/D. Each level ms = ±1 is coupled to one level about D below and moves by +A⊥²/D. For this nuclear state both lines therefore rise by about

A⊥²/D + 2A⊥²/D = 3A⊥²/D.

For the rough value A⊥ = −2.7 MHz this is 7.62 kHz, and diagonalizing all nine electron-nuclear levels gives the same value to this precision. For mI = ±1 the mean of the two lines rises by about half as much, so line centres averaged equally over the three nuclear states have a mean offset of about 5.1 kHz. With the hyperfine constants and the nuclear populations held fixed, the offset changes by less than 1 Hz between the readings (0.41 Hz for mI = 0), so it has no practical effect on the temperature difference.

Third, the field may not be axial. A stray transverse field B⊥ couples |0⟩ to each of |±1⟩ with matrix element γB⊥/√2. Neglecting E, the energy gaps are D ± γB. In second order |0⟩ is pushed down by

K = [(γB⊥)²/2][1/(D + γB) + 1/(D − γB)],

and the energies of the two upper levels rise by K in total. The transverse field also couples the upper levels to each other through |0⟩, but an off-diagonal element leaves their sum unchanged. The mean line thus rises by K/2 from the upper levels and by K from |0⟩:

m − D ≈ 3K/2 = (3/2)(γB⊥)² D/[D² − (γB)²].

For B⊥ = 0.050 mT and B = 1.000 mT this is 1.026 kHz, as direct diagonalization confirms. If such a field appears between the readings, it imitates a change of −14 mK. If it is present unchanged in both, its effect very nearly cancels. Both this offset and the hyperfine offset grow strongly as the axial field approaches the level crossing, because the gap D − γB closes there. The small values given here belong to fields near 1 mT.

**Variation 1: an NV centre along another crystal axis**

*The same field, 1.000 mT and then 1.010 mT, is applied along one NV axis, but the centre being read lies along another, at 109.47° to the field. D again falls by 148 kHz. What does the mean show, and can D be recovered?*

The transverse part of the field is now large, since sin²(109.47°) = 8/9. In the first reading (γB⊥)² = (28.025)² × 8/9 = 698 MHz², and the weak-field formula gives

m − D ≈ 1.5 × 698/2870 MHz ≈ 365 kHz.

Diagonalization with the transverse field along x gives 364.8 kHz; other transverse directions change this by less than 0.1 kHz. This offset grows nearly as B², so the one per cent rise in field increases it by about two per cent, or 7.3 kHz. The mean shifts by about −148 + 7.3 = −140.7 kHz, which is read as 1.90 K instead of 2.00 K.

An identity removes the error. For a field in any direction the Zeeman term is γB·S, and H still has zero trace. Its energies are λ₀, λ₀ + m + d and λ₀ + m − d. Their sum is zero, so λ₀ = −2m/3, and the other two are m/3 ± d. Hence

Tr H² = 4m²/9 + (m/3 + d)² + (m/3 − d)² = 2m²/3 + 2d².

Now calculate the same trace from the matrices. The D term contributes D²(1/9 + 4/9 + 1/9) = 2D²/3. The E term has two off-diagonal elements E and contributes 2E². Each spin component has Tr Sᵢ² = 2, and different components have Tr SᵢSⱼ = 0, so the field contributes 2γ²|B|².

The cross terms vanish. The D and E terms have no common nonzero elements. The trace of Sz(Sz² − 2/3) is 1/3 − 1/3 = 0, while Sx and Sy have no diagonal elements. Finally, no spin component connects |+1⟩ with |−1⟩, as the E term does. Equating the two traces and multiplying by 3/2 gives

m² + 3d² = D² + 3(γ²|B|² + E²).

For an axial field d² = γ²|B|² + E², and the identity returns m = D. Otherwise, if |B| and E are known,

D = √[m² + 3d² − 3(γ²|B|² + E²)].

Applied to both readings, this gives a shift of −148.00 kHz. Used in this way, the identity requires the field strength, whereas the aligned centre needed no such information. The requirement is strict: differentiating the formula gives dD/d|B| ≈ −3γ²|B|/D, so an error of 1 μT in the field of one reading shifts the recovered D by 0.83 kHz, or 11 mK. If E and the direction of the field relative to the centre are known instead, the two lines can be solved numerically for D and |B| together at the angle used here. This is not a general rule: for a field perpendicular to the NV axis, two different pairs of D and |B| can give the same two lines.

**Variation 2: the field drifts between the two lines**

*The lines of one reading are measured in succession, upper first, while the axial field near 1 mT rises by 1 μT from each line to the next. The other reading is taken in a steady field. What error results, and what order of measurement removes it?*

Let the upper line be measured at B and the lower at B + δB. Then

m = [D + r(B) + D − r(B + δB)]/2 ≈ D − (δB/2) dr/dB.

From r² = (γB)² + E² it follows that dr/dB = γ²B/r, which is close to γ when γB ≫ E. The error is therefore

−γδB/2 = −28.025 × 0.001/2 MHz = −14.01 kHz.

If this is the later reading, it adds a false warming of (−14.01)/(−74) = 0.19 K. The cancellation needs both lines to feel the same field. If both readings suffered the same drift, the error would largely cancel in their difference.

Now measure in the order upper, lower, lower, upper. The field offsets are 0, δB, 2δB and 3δB. The upper line is measured at offsets 0 and 3δB, the lower at δB and 2δB, and both pairs average 1.5δB. A linear drift therefore cancels to first order.

What remains comes from the curvature of r(B). The mean squared offsets are 4.5δB² for the upper line and 2.5δB² for the lower. With r'' = d²r/dB² = γ²E²/r³, the remaining error is

(1/2)(r''/2)(4.5 − 2.5)δB² = γ²E²δB²/(2r³).

This is 7.1 × 10⁻⁴ Hz here, far below the assumed line noise. The order of measurement does not protect against field changes that are irregular on the time scale of the four line measurements.

The numerical output below lists the values used in the solution and both variations.

Numbers as computed

```
gyromagnetic ratio: 28.0250 MHz/mT
input D, cold (rough): 2870.000 MHz
input E (rough): 0.2 MHz
input slope dD/dT (rough): -74.0 kHz/K
input axial field, cold: 1.000 mT
input axial field, hot: 1.010 mT
upper line, cold: 2898.0257 MHz
lower line, cold: 2841.9743 MHz
upper line, hot: 2898.1579 MHz
lower line, hot: 2841.5461 MHz
mean, cold: 2870.0000 MHz
mean, hot: 2869.8520 MHz
upper line shift: 132.2 kHz
lower line shift: -428.2 kHz
mean shift: -148.0 kHz
temperature change from mean: 2.000 K
false change from upper line alone: -1.79 K
false change from lower line alone: 5.79 K
half difference, cold: 28.0257 MHz
half difference, hot: 28.3059 MHz
field change from half differences: 10.00 uT
axial field at level crossing: 102.4 mT
field of test beyond crossing: 120.0 mT
mean of positive lines beyond crossing: 3363.0 MHz
input curvature d2D/dT2 (rough): -0.3 kHz/K^2
temperature change with curvature: 1.9920 K
first curvature correction: -8.11 mK
effect of slope -73 instead of -74 kHz/K: 27.4 mK
input stray transverse field: 0.050 mT
mean bias by stray field, diagonalized: 1.0262 kHz
mean bias by stray field, formula: 1.0263 kHz
false change if stray field appears: -13.9 mK
angle of other NV axis: 109.47 degrees
other axis: mean bias, cold: 364.8 kHz
other axis: raw mean shift: -140.65 kHz
other axis: raw temperature change: 1.901 K
other axis: shift corrected by identity: -148.00 kHz
input field drift per reading: 1.0 uT
mean error, upper then lower: -14.01 kHz
false change, upper then lower: 0.189 K
mean error, interleaved order: 7.1e-04 Hz
input transverse hyperfine coupling (rough): -2.7 MHz
hyperfine shift of mean, diagonalized: 7.622 kHz
hyperfine shift of mean, formula: 7.620 kHz
hyperfine shift, hot minus cold: 0.41 Hz
input pressure coefficient (rough): 15 kHz/MPa
false change for +1 MPa: -0.20 K
input noise of each line centre: 2.0 kHz
temperature noise, formula: 27.0 mK
temperature noise, sampled: 27.0 mK
```
